Counterpoise correction and monomer relaxation in the hydrogen fluoride dimer

PROBLEM

Two hydrogen fluoride molecules form a hydrogen-bonded pair. Molecule A, the donor, points its hydrogen at the fluorine of molecule B, the acceptor. The pair is treated in restricted Hartree–Fock theory (RHF) with clamped nuclei, in the atom-centred basis sets cc-pVDZ and aug-cc-pVDZ. In each basis the free molecule and the planar dimer are relaxed separately, the dimer on its ordinary, uncorrected energy surface.

Write E_X[b, g] for the energy of system X in basis b at geometry g. The basis is X (the functions on X's own atoms) or AB (the functions on all four atoms). The geometry is f (free molecule) or d (the shape taken in the dimer). When one molecule is computed in basis AB, its partner is a "ghost": the partner's functions are present, its nuclei and electrons are not.

The total energies in hartree are:

                 cc-pVDZ         aug-cc-pVDZ
E_X[X, f]    −100.01970689    −100.03381621
E_AB[AB, d]  −200.04865195    −200.07379052
E_A[A, d]    −100.01968434    −100.03379560
E_B[B, d]    −100.01969124    −100.03380988
E_A[AB, d]   −100.02024494    −100.03389477
E_B[AB, d]   −100.02196317    −100.03402165

One hartree is 2625.4996 kJ/mol. Find the binding energy in each basis with and without counterpoise correction. How does the basis-set superposition error compare with the energy of monomer relaxation?

A TEMPTING SOLUTION

In cc-pVDZ the binding energy is two free molecules minus the dimer:

D = 2(−100.01970689) + 200.04865195 = 0.00923817 hartree = 24.25 kJ/mol.

To find the relaxation, compare each molecule as it is in the dimer calculation, with the dimer's geometry and basis, with the free molecule:

(E_A[AB, d] + E_B[AB, d]) − 2E_X[X, f]
= −200.04220811 + 200.03941378
= −0.00279433 hartree = −7.34 kJ/mol.

The molecules therefore "relax" by 7.34 kJ/mol when they bind. Relaxation is a real physical effect, so it belongs in the binding energy. The answer is 24.25 kJ/mol, and no correction is needed.

WHERE IT FAILS

The sign gives the fault away. The free geometry is the minimum of the free molecule's energy. Changing the bond length of an isolated molecule away from that minimum can only cost energy, yet the calculation reports a gain.

The second basis gives another warning. The same subtraction there yields −200.06791642 + 200.06763242 = −0.00028400 hartree, or −0.75 kJ/mol. The alleged relaxation has shrunk tenfold, although the donor bond stretches by nearly the same amount in both bases: 0.423 pm and 0.402 pm.

The subtraction changed two things at once, the geometry and the basis. Inserting the missing intermediate energy, own basis at dimer geometry, separates them:

E_X[AB, d] − E_X[X, f]
= (E_X[X, d] − E_X[X, f]) − (E_X[X, d] − E_X[AB, d]).

The first bracket is relaxation. The second is the energy a molecule gains by borrowing its partner's basis functions, which is an artefact of a finite basis. Summed over both molecules, they define

E_def = Σ_X (E_X[X, d] − E_X[X, f]),
δ = Σ_X (E_X[X, d] − E_X[AB, d]),

and the tempting number is E_def − δ.

THE SIGNS OF THE TWO TERMS

E_def ≥ 0 because f is the energy minimum in the same basis X.

For δ, recall that the RHF ground-state energy is the lowest expectation value of the Hamiltonian over single determinants whose orbitals lie in the space spanned by the basis. Ghost functions leave the Hamiltonian of molecule X unchanged, since they bring neither nuclei nor electrons. The space spanned by AB contains the space spanned by X, so every determinant allowed in X is also allowed in AB. A minimum over a larger set cannot be higher:

E_X[AB, d] ≤ E_X[X, d], hence δ ≥ 0.

This requires that each self-consistent solution is the true RHF minimum.

The descent can be followed directly for the donor in cc-pVDZ. Take its own-basis density matrix, embed it in the dimer basis with zeros elsewhere, and keep only the donor's nuclei in the Hamiltonian. The energy then starts at E_A[A, d]. Iterating the RHF equations to self-consistency lowers it by 1.472 kJ/mol, which is the donor's δ obtained with ghost atoms.

THE CORRECTED BINDING ENERGY

Define the uncorrected binding energy, positive for a bound pair, as

D_raw = 2E_X[X, f] − E_AB[AB, d].

Add and subtract E_A[A, d] + E_B[B, d]:

D_raw = −(E_AB[AB, d] − E_A[A, d] − E_B[B, d])
 − (E_A[A, d] + E_B[B, d] − 2E_X[X, f])
= −E_int,raw − E_def.

Binding is thus split into two steps. The separate molecules are first deformed to their dimer shapes, at cost E_def. The rigid molecules are then brought together, releasing −E_int,raw.

The second step is unbalanced: the dimer is described with all the functions, each separate molecule with only its own. Counterpoise uses the full set in all three terms:

E_int,CP = E_AB[AB, d] − E_A[AB, d] − E_B[AB, d].

Since E_A[AB, d] + E_B[AB, d] = E_A[A, d] + E_B[B, d] − δ, this is

E_int,CP = E_int,raw + δ.

The first step is already balanced, because both of its energies use basis X. It is therefore kept as it stands:

D_CP = −E_int,CP − E_def = D_raw − δ.

Counterpoise removes δ and leaves E_def in place. Quoting −E_int,CP as the binding energy would omit the deformation cost.

NUMBERS IN CC-PVDZ

The superposition errors are

donor: −100.01968434 + 100.02024494 = 0.00056060 hartree = 1.472 kJ/mol,
acceptor: −100.01969124 + 100.02196317 = 0.00227193 hartree = 5.965 kJ/mol,

so δ = 7.437 kJ/mol. The deformation costs are 0.00002255 hartree for the donor and 0.00001565 hartree for the acceptor, together

E_def = 0.00003820 hartree = 0.100 kJ/mol.

As a check on the tempting number, 0.100 − 7.437 = −7.337 kJ/mol. What was called relaxation is superposition error, slightly reduced by the true relaxation. The corrected result is

D_CP = 24.255 − 7.437 = 16.818 kJ/mol, or 174 meV per dimer,

against an uncorrected 251 meV. The ratio δ/E_def is 74. The last digits carry the residual error of the geometry search: tightening it moves δ and D_CP by about 0.001 kJ/mol and the bond stretches by about 0.001 pm.

The acceptor gains four times as much as the donor. The calculation does not show which of the partner's functions are responsible, since the ghost functions were not added one atom at a time.

NUMBERS IN AUG-CC-PVDZ

The larger basis adds diffuse functions to every atom and raises the number of dimer functions from 38 to 64. The same subtractions give

D_raw = −200.06763242 + 200.07379052 = 0.00615810 hartree = 16.168 kJ/mol,
δ = 0.260 + 0.556 = 0.816 kJ/mol,
E_def = 0.00002694 hartree = 0.071 kJ/mol,
D_CP = 16.168 − 0.816 = 15.352 kJ/mol, or 159 meV per dimer.

The ratio δ/E_def is now 11.5. Between the two bases δ falls by a factor of nine, while E_def falls by less than a third.

This points to a limit. In a complete basis the partner's functions add nothing, so δ tends to zero, while E_def tends to the finite cost of a real change of shape. The ordering δ > E_def holds in these two bases. It must reverse in a sufficiently complete one, as long as the bonds still change length.

From the smaller to the larger basis, D_raw changes by −8.09 kJ/mol and D_CP by −1.47 kJ/mol. The difference, −6.62 kJ/mol, is the change of δ. Counterpoise thus accounts for about 82% of the basis dependence here, with the geometry relaxed anew in each basis. The remainder shows that balancing a basis does not complete it: D_CP is not the complete-basis value, and counterpoise does not turn it into a bound on that value. Going on to aug-cc-pVTZ at the aug-cc-pVDZ geometry moves the corrected rigid interaction from −15.4 to about −15.3 kJ/mol, and δ is still about 0.45 kJ/mol there, well above E_def.

WHY RELAXATION IS SMALL

Expand the energy of a free molecule about its equilibrium bond length. The linear term vanishes at the minimum, so for stretches Δr_A and Δr_B

E_def ≈ ½k(Δr_A² + Δr_B²).

In cc-pVDZ the force constant is k = 1112.5 N/m and the stretches are 0.423 pm and 0.352 pm:

Δr_A² + Δr_B² = (0.1789 + 0.1239) × 10⁻²⁴ m² = 3.028 × 10⁻²⁵ m²,
½ × 1112.5 N/m × 3.028 × 10⁻²⁵ m² = 1.68 × 10⁻²² J.

Multiplied by the Avogadro constant, this is 0.101 kJ/mol, within about 1% of the directly computed E_def. The bond is stiff, but the cost is quadratic in a stretch of less than half a percent of the 90.1 pm bond length.

E_def is a cost, yet the molecules stretch because the dimer as a whole gains. Consider one bond, with everything else held fixed, and let the partner pull on it with a constant force F. The energy change is

W(Δr) = ½kΔr² − FΔr.

Setting dW/dΔr = kΔr − F = 0 gives Δr = F/k. The deformation cost is then ½kΔr² = F²/(2k), the interaction gains FΔr = F²/k, and the net gain is F²/(2k). To this order, the net gain equals the cost. Freezing both molecules at their free bond lengths would therefore lower the binding energy by roughly E_def, about 0.1 kJ/mol, if the coupling between the two stretches is neglected. Relaxation is minor in either sense of the word. In a finite basis F is not purely physical: the dimer was relaxed on the uncorrected surface, where the change of δ with bond length adds to the pull. Removing that slope in cc-pVDZ, at fixed distance and angles, shortens the stretches to about 0.359 and 0.315 pm and lowers the harmonic cost to about 0.076 kJ/mol, so roughly a quarter of the cc-pVDZ E_def is induced by the superposition error.

This conclusion belongs to weakly perturbed, stiff molecules. If binding transfers a proton or strongly bends a soft angle, the distortion need not be small, the quadratic formula can fail, and E_def may become comparable with the interaction itself.

DISTANCE AS A SECOND LIMIT

The superposition error needs overlap between one molecule's electrons and the other's functions, so it should die out with distance. In cc-pVDZ, shortening the F–F distance by 7.94 pm with all else fixed raises δ from 7.44 to 8.13 kJ/mol, and lengthening it by the same amount lowers δ to 6.79 kJ/mol. At 2 nm it is below 10⁻⁸ hartree.

What remains at 2 nm should be electrostatics. The energy of two point dipoles p₁ and p₂ separated by R along the unit vector n is

U = [p₁·p₂ − 3(p₁·n)(p₂·n)]/(4πε₀R³).

For equal dipoles μ, both along n, the bracket is μ² − 3μ² = −2μ². With μ = 6.399 × 10⁻³⁰ C m,

U = −2μ²/(4πε₀R³) = −9.20 × 10⁻²³ J, or −0.0554 kJ/mol.

The counterpoise interaction of two collinear molecules at their free bond length is also −0.0554 kJ/mol. At this distance there is no artefact left to remove, and the correction leaves the physical attraction intact.

Because δ falls with distance, it also acts as a false attractive force. The corrected surface is the raw surface plus δ(R), so its minimum lies further out. If the corrected energy has slope s and curvature c at the old minimum, then

E(R + x) ≈ E(R) + sx + ½cx²,

which is lowest at x = −s/c, where the energy has dropped by s²/(2c). A parabola through the three cc-pVDZ points gives a shift of 7.1 pm and a gain of 0.32 kJ/mol, with angles and bond lengths fixed. In this approximation the F–F distance would move from 275.2 pm to about 282 pm; a parabola ignores the asymmetry of the energy curve, so the result is uncertain by about a picometre. The larger basis also gives a longer distance, 282.4 pm, but that is a minimum of its own uncorrected surface with all coordinates relaxed, so the closeness of the two figures does not confirm the parabola. The energy gained is small beside δ but three times E_def.

WHAT THE MODEL LEAVES OUT

Electron correlation. Frozen-core second-order perturbation theory (MP2) at the RHF geometries gives corrected rigid interactions of −16.5 kJ/mol in cc-pVDZ and −15.8 kJ/mol in aug-cc-pVDZ, against −16.9 and −15.4 kJ/mol in RHF. The raw MP2 values are −28.2 and −18.2 kJ/mol. The MP2 superposition errors, 11.7 and 2.4 kJ/mol, are larger than the RHF ones. They happen to be positive, but the proof above does not cover them, because the MP2 energy is not the minimum of an expectation value. No MP2 deformation energy is quoted: the free geometry is an RHF minimum, so the linear term of the expansion would not vanish. The correlation contribution is itself not converged in these bases.

Nuclear motion. The harmonic zero-point energy rises by 7.6 kJ/mol on binding in cc-pVDZ, which would reduce 16.8 to about 9.2 kJ/mol. For an ideal gas of rigid, harmonic molecules, the free energy above the bottom of the well is −RT ln(q_tr q_rot q_vib), where the factors are the translational, rotational and vibrational partition functions of one molecule, the translational one taken for the volume per molecule, k_BT/p, at pressure p. The dimer's value minus twice the monomer's is 29.5 kJ/mol at 298.15 K and 1 bar, zero-point energy included and rotation treated classically; the quantum levels of the light HF rotor would add about 0.2 kJ/mol. The free energy of association is then

29.5 − 16.8 = 12.7 kJ/mol.

It is positive, so in this model pairing is unfavourable at that standard state although the pair is energetically bound. The soft intermolecular modes are poorly described as harmonic, so this is a rough figure. It still shows what δ and E_def are worth. With RT = 2.48 kJ/mol, leaving δ uncorrected would multiply the association constant by exp(7.44/2.48) ≈ 20, while omitting E_def would change it by about 4%.

A surrounding liquid. Place a fixed point dipole μ in a spherical cavity of radius a inside a medium of relative permittivity ε. With m = μ/(4πε₀), the potential is (m/r² − Gr)cos θ inside and (b/r²)cos θ outside, where G is the field reflected by the medium. Continuity of the potential at r = a gives b = m − Ga³. Continuity of the normal displacement gives 2m/a³ + G = 2εb/a³. Eliminating b,

G = [2(ε − 1)/(2ε + 1)] μ/(4πε₀a³).

The free energy is −½μG, the half arising because the medium's polarization is built up in proportion to μ. Take ε = 78, roughly that of water, a chosen radius of 0.17 nm for the monomer, and twice that cavity volume for the dimer. The aug-cc-pVDZ dipoles are 6.333 × 10⁻³⁰ C m and 1.173 × 10⁻²⁹ C m. Then

shift = −[(ε − 1)/(2ε + 1)] (μ_dimer²/2 − 2μ_monomer²)/(4πε₀a³) = +6.2 kJ/mol.

With these cavities the medium stabilizes two separate molecules more than one pair. In this formula the sign depends on the assumed volume ratio: it reverses if the dimer cavity is less than μ_dimer²/(2μ_monomer²) ≈ 1.7 times the monomer's. A continuum with a molecule-shaped cavity keeps the sign but gives about 9 kJ/mol in cc-pVDZ, so only the order of magnitude is reliable. Since the shift varies as 1/a³, a radius 10% smaller would raise it to about 8.5 kJ/mol.

THE REAL CASE

Hydrogen fluoride in water is used to etch silicon dioxide, and there the gas-phase pair is a poor stand-in for the solution. The molecules form hydrogen bonds to water and partly dissociate, and neither process is in the model. The dielectric estimate alone, for the cavities chosen, moves the energy by about 6 kJ/mol, more than a third of D_CP, and it does not bound the effect of specific bonds to water. The 15 to 17 kJ/mol found here is therefore a gas-phase RHF well depth, not an association energy in an etching bath.

The bookkeeping does carry over to a molecule on a solid surface described with atom-centred functions: deform each part in its own basis, then compare rigid parts in the common basis. With plane waves at a fixed cell and cutoff, every part already uses the same function space, so δ as defined here is zero, while E_def remains.

The full set of values is in the numerical output below.

Table of computed values

```
1 hartree = 2625.4996 kJ/mol
--- cc-pvdz: 38 dimer functions
free bond 90.149 pm, k = 1112.5 N/m
stretch donor 0.423, acceptor 0.352 pm
F-F distance 275.2 pm
donor H off axis 8.7 deg
acceptor angle F-F-H 114.1 deg
E free monomer          -100.01970689 hartree
E dimer                 -200.04865195 hartree
E donor, own basis      -100.01968434 hartree
E acceptor, own basis   -100.01969124 hartree
E donor, dimer basis    -100.02024494 hartree
E acceptor, dimer basis -100.02196317 hartree
rigid interaction raw -24.355, CP -16.918 kJ/mol
delta donor 1.472, acceptor 5.965 kJ/mol
delta total 7.437 kJ/mol
E_def 0.1003, harmonic 0.1013 kJ/mol
ratio delta/E_def 74.2
D_raw 24.255 kJ/mol = 251.4 meV
D_CP  16.818 kJ/mol = 174.3 meV
MP2 rigid interaction raw -28.20, CP -16.52 kJ/mol
MP2 delta 11.68 kJ/mol
--- aug-cc-pvdz: 64 dimer functions
free bond 90.018 pm, k = 1125.8 N/m
stretch donor 0.402, acceptor 0.222 pm
F-F distance 282.4 pm
donor H off axis 6.5 deg
acceptor angle F-F-H 119.0 deg
E free monomer          -100.03381621 hartree
E dimer                 -200.07379052 hartree
E donor, own basis      -100.03379560 hartree
E acceptor, own basis   -100.03380988 hartree
E donor, dimer basis    -100.03389477 hartree
E acceptor, dimer basis -100.03402165 hartree
rigid interaction raw -16.239, CP -15.422 kJ/mol
delta donor 0.260, acceptor 0.556 kJ/mol
delta total 0.816 kJ/mol
E_def 0.0707, harmonic 0.0714 kJ/mol
ratio delta/E_def 11.5
D_raw 16.168 kJ/mol = 167.6 meV
D_CP  15.352 kJ/mol = 159.1 meV
MP2 rigid interaction raw -18.21, CP -15.84 kJ/mol
MP2 delta 2.37 kJ/mol
--- change from cc-pvdz to aug-cc-pvdz
D_raw -8.087 kJ/mol
D_CP  -1.466 kJ/mol
--- checks and neglected effects (cc-pvdz unless stated)
donor delta, explicit SCF 1.472 kJ/mol
monomer dipole 6.399e-30 C m
at 2 nm: CP -0.0554, dipole law -0.0554 kJ/mol
delta at R -/+ 7.94 pm: 8.130, 6.791 kJ/mol
CP surface: R shift 7.08 pm, gain 0.322 kJ/mol
zero-point energy change 7.61 kJ/mol
free-energy correction, 298.15 K, 1 bar: 29.5 kJ/mol
gas association free energy 12.7 kJ/mol
Onsager inputs: eps_r 78, cavity radius 0.17 nm
dipoles (aug) 6.333e-30, 1.173e-29 C m
Onsager shift of dimer vs monomers 6.2 kJ/mol
```
